# Hartree-Fock Ground-Configuration Changes of Lithium in a Magnetic Field: a numerical check

```python
# Lithium in a uniform magnetic field B along z, unrestricted Hartree-Fock.
# Result under test: the lowest configuration changes from 1s2 2s to
# 1s2 2p(-1) near B = 0.18, and to 1s 2p(-1) 3d(-2) near B = 2.15.
# Atomic units; fixed nucleus, no relativity, spin g-factor 2.
# H = sum[-lap/2 - Z/r + B/2 l_z + B s_z + B^2/8 rho^2] + sum 1/r12.
# Orbitals: sum over l of u_l(r)/r Y_lm, with u_l on a finite-element grid.
# M = total orbital m, Sz = total spin projection, rho = distance from z axis.
from functools import lru_cache
import numpy as np
from scipy.linalg import eigh
from scipy.special import lpmv, factorial
from scipy.constants import physical_constants
from pyscf import gto, scf

Z = 3
TESLA = physical_constants["atomic unit of mag. flux density"][0]
S2, P2, QUARTET = "1s2 2s", "1s2 2p(-1)", "1s 2p(-1) 3d(-2)"
# each spin-orbital: (sign of s_z, m, z-parity 0 even / 1 odd, rank in block)
CONFIGS = {
    S2: [(1, 0, 0, 0), (-1, 0, 0, 0), (-1, 0, 0, 1)],
    P2: [(1, 0, 0, 0), (-1, 0, 0, 0), (-1, -1, 0, 0)],
    QUARTET: [(-1, 0, 0, 0), (-1, -1, 0, 0), (-1, -2, 0, 0)],
    "1s2 2p(0)": [(1, 0, 0, 0), (-1, 0, 0, 0), (-1, 0, 1, 0)],
    "1s2 3d(-2)": [(1, 0, 0, 0), (-1, 0, 0, 0), (-1, -2, 0, 0)],
    "1s 2s 2p(-1)": [(-1, 0, 0, 0), (-1, 0, 0, 1), (-1, -1, 0, 0)],
    "1s 2p(0) 2p(-1)": [(-1, 0, 0, 0), (-1, 0, 1, 0), (-1, -1, 0, 0)],
}
COS, COS_W = np.polynomial.legendre.leggauss(40)


@lru_cache(None)
def theta(l, m):
    """Polar factor of Y_lm, normalized over cos(theta)."""
    m = abs(m)
    norm = (2*l + 1)/2*factorial(l - m)/factorial(l + m)
    return np.sqrt(norm)*lpmv(m, l, COS)


@lru_cache(None)
def angular(ls, m, ls1, m1):
    """Multipole orders k and angular integrals a[k, l, l1]."""
    q = abs(m - m1)
    first = q + (ls[0] + ls1[0] + q) % 2
    ks = list(range(first, ls[-1] + ls1[-1] + 1, 2))
    left = np.array([theta(l, m) for l in ls])
    right = np.array([theta(l, m1) for l in ls1])
    a = [np.sqrt(2/(2*k + 1))*(left*COS_W*theta(k, q)) @ right.T for k in ks]
    return ks, np.array(a)


class Grid:
    """Lobatto finite elements; functions vanish at r = 0 and at the end."""

    def __init__(self, edges, n=10, kmax=26):
        leg = np.polynomial.legendre.Legendre.basis(n - 1)
        x = np.r_[-1, np.sort(leg.deriv().roots().real), 1]
        p = leg(x)
        w = 2/(n*(n - 1)*p**2)
        diff = x[:, None] - x[None, :] + np.eye(n)
        der = p[:, None]/p[None, :]/diff
        np.fill_diagonal(der, 0)
        der[0, 0], der[-1, -1] = -n*(n - 1)/4, n*(n - 1)/4
        total = (len(edges) - 1)*(n - 1) + 1
        r, weight = np.zeros(total), np.zeros(total)
        stiff = np.zeros((total, total))
        for e in range(len(edges) - 1):
            half = (edges[e + 1] - edges[e])/2
            part = slice(e*(n - 1), e*(n - 1) + n)
            r[part] = edges[e] + half*(x + 1)
            weight[part] += half*w
            stiff[part, part] += der.T @ (w[:, None]*der)/half
        root = np.sqrt(weight[1:-1])
        self.r = r[1:-1]
        self.second = stiff[1:-1, 1:-1]/np.outer(root, root)
        scale = np.outer(self.r*root, self.r*root)
        end = edges[-1]
        kernels = []
        for k in range(kmax + 1):
            inverse = np.linalg.inv(self.second + np.diag(k*(k + 1)/self.r**2))
            ratio = (self.r/end)**k
            kernels.append((2*k + 1)*inverse/scale + np.outer(ratio, ratio)/end)
        self.kernel = np.array(kernels)
        self.memory = {}


class Atom:
    def __init__(self, grid, lmax):
        self.grid, self.lmax, self.parts = grid, lmax, {}

    def waves(self, m, parity):
        return tuple(range(abs(m) + parity, self.lmax + 1, 2))

    def one_electron(self, m, parity):
        """Matrices of kinetic energy and rho^2, diagonal of -Z/r."""
        if (m, parity) not in self.parts:
            ls, r = self.waves(m, parity), self.grid.r
            nl, n = len(ls), len(r)
            kin, rho2 = np.zeros((nl, n, nl, n)), np.zeros((nl, n, nl, n))
            for a, l in enumerate(ls):
                kin[a, :, a, :] = (self.grid.second + np.diag(l*(l + 1)/r**2))/2
            th = np.array([theta(l, m) for l in ls])
            sin2 = (th*COS_W*(1 - COS**2)) @ th.T
            i = np.arange(n)
            rho2[:, i, :, i] = r[:, None, None]**2*sin2
            self.parts[m, parity] = (kin.reshape(nl*n, nl*n),
                                     rho2.reshape(nl*n, nl*n),
                                     np.tile(-Z/r, nl))
        return self.parts[m, parity]

    def mean_field(self, block, shells, orbitals):
        """Direct minus exchange potential acting in one symmetry block."""
        spin, m, parity = block
        ls, n, V = self.waves(m, parity), len(self.grid.r), self.grid.kernel
        nl = len(ls)
        field, direct = np.zeros((nl, n, nl, n)), np.zeros((nl, nl, n))
        _, own = angular(ls, m, ls, m)
        for (spin1, m1, parity1, _), c in zip(shells, orbitals):
            ls1 = self.waves(m1, parity1)
            _, other = angular(ls1, m1, ls1, m1)
            kk = min(len(own), len(other))
            mixed = np.matmul(other[:kk], c)
            density = np.sum(mixed*c, axis=1)
            pot = np.matmul(V[0:2*kk:2], density[:, :, None])[:, :, 0]
            direct += np.tensordot(own[:kk], pot, axes=(0, 0))
            if spin1 == spin:
                ks, ang = angular(ls, m, ls1, m1)
                A = np.matmul(ang, c)
                Vk = V[ks[0]:ks[-1] + 1:2].transpose(1, 0, 2)
                X = (Vk[:, :, None, :]*A[None]).reshape(n, len(ks), nl*n)
                K = np.matmul(A.transpose(2, 1, 0), X)
                field -= K.reshape(n, nl, nl, n).transpose(1, 0, 2, 3)
        i = np.arange(n)
        field[:, i, :, i] += direct.transpose(2, 0, 1)
        return field.reshape(nl*n, nl*n)

    def solve(self, config, B):
        shells, r = CONFIGS[config], self.grid.r
        blocks = sorted({s[:3] for s in shells})
        h = {}
        for b in blocks:
            kin, rho2, nuc = self.one_electron(*b[1:])
            h[b] = kin + B*B/8*rho2 + np.diag(nuc + B*b[1]/2)

        def occupy(matrices):
            vec = {}
            for b in blocks:
                top = max(s[3] for s in shells if s[:3] == b)
                vec[b] = eigh(matrices[b], subset_by_index=[0, top])[1]
            return [vec[s[:3]][:, s[3]].reshape(-1, len(r)) for s in shells]

        if config in self.grid.memory:
            orbitals = []
            for s, old in zip(shells, self.grid.memory[config]):
                c = np.zeros((len(self.waves(*s[1:3])), len(r)))
                keep = min(len(c), len(old))
                c[:keep] = old[:keep]
                orbitals.append(c/np.linalg.norm(c))
        else:
            screen = 2*(1 - np.exp(-2*r))/r
            orbitals = occupy({b: h[b] + np.diag(np.tile(screen, len(h[b])//len(r)))
                               for b in blocks})
        used = None
        for _ in range(150):
            fock = {b: h[b] + self.mean_field(b, shells, orbitals) for b in blocks}
            residual = 0
            for s, c in zip(shells, orbitals):
                v = c.ravel()
                fv = fock[s[:3]] @ v
                residual = max(residual, np.linalg.norm(fv - (v @ fv)*v))
            if residual < 3e-7:
                break
            used = fock if used is None else {
                b: 0.75*fock[b] + 0.25*used[b] for b in blocks}
            orbitals = occupy(used)
        else:
            raise RuntimeError("no self-consistency: " + config)
        self.grid.memory[config] = orbitals
        out = dict(kinetic=0.0, nuclear=0.0, repulsion=0.0, rho2=0.0)
        for s, c in zip(shells, orbitals):
            v = c.ravel()
            kin, rho2, nuc = self.one_electron(*s[1:3])
            out["kinetic"] += v @ kin @ v
            out["nuclear"] += nuc @ v**2
            out["rho2"] += v @ rho2 @ v
            out["repulsion"] += v @ (fock[s[:3]] - h[s[:3]]) @ v/2
        moment = sum(s[1] + s[0] for s in shells)/2
        out["paramagnetic"] = B*moment
        out["diamagnetic"] = B*B/8*out["rho2"]
        out["slope"] = moment + B/4*out["rho2"]
        out["energy"] = sum(out[x] for x in ("kinetic", "nuclear", "repulsion",
                                             "paramagnetic", "diamagnetic"))
        return out


def locate(atom, low, high, B):
    """Newton search for equal energies of two configurations."""
    for _ in range(25):
        a, b = atom.solve(low, B), atom.solve(high, B)
        gap = b["energy"] - a["energy"]
        if abs(gap) < 1e-8:
            return B, a, b
        B -= gap/(b["slope"] - a["slope"])
    raise RuntimeError("crossing not found")


# Independent road: complex Hartree-Fock in Gaussian functions, l <= 2.
def gaussian_integrals(tail, series):
    """Exponents tail + start*ratio^k; series lists (start, ratio, count) by l."""
    basis = [[l, [tail + start*ratio**k, 1.0]]
             for l, (start, ratio, count) in enumerate(series)
             for k in range(count)]
    mol = gto.M(atom="Li 0 0 0", basis={"Li": basis}, spin=1, verbose=0)
    moments = mol.intor("int1e_rr", comp=9)
    return dict(overlap=mol.intor("int1e_ovlp"),
                core=mol.intor("int1e_kin") + mol.intor("int1e_nuc"),
                lz=-1j*mol.intor("int1e_cg_irxp", comp=3)[2],
                rho2=moments[0] + moments[4],
                eri=mol.intor("int2e", aosym="s8"))


def gaussian_energy(ints, config, B):
    shells = CONFIGS[config]
    h = ints["core"] + B/2*ints["lz"] + B*B/8*ints["rho2"]
    wanted = [[s[1] for s in shells if s[0] == spin] for spin in (1, -1)]
    occupied, fock, last = [[0], [0]], [h, h], 0.0   # start from a 1s2 core
    for step in range(100):
        dens = []
        for F, ms in zip(fock, occupied):
            C = eigh(F, ints["overlap"])[1]
            m_orb = np.sum(C.conj()*(ints["lz"] @ C), axis=0).real
            picked = []
            for m in ms:
                picked.append(next(i for i in range(len(m_orb))
                                   if i not in picked and abs(m_orb[i] - m) < 0.1))
            Cocc = C[:, np.array(picked, dtype=int)]
            dens.append(Cocc @ Cocc.conj().T)
        occupied = wanted
        stack = np.array([dens[0].real, dens[1].real, dens[0].imag, dens[1].imag])
        vj, vk = scf.hf.dot_eri_dm(ints["eri"], stack, hermi=0)
        new = [h + vj[0] + vj[1] - vk[s] - 1j*vk[s + 2] for s in (0, 1)]
        energy = sum(np.trace(P @ (h + F)).real/2 for P, F in zip(dens, new))
        energy += B*sum(s[0] for s in shells)/2
        if step > 2 and abs(energy - last) < 1e-8:
            return energy
        last = energy
        fock = new if step == 0 else [0.75*a + 0.25*b for a, b in zip(new, fock)]
    raise RuntimeError("Gaussian calculation did not converge")


# Zero field and the linear Zeeman estimates
free = Atom(Grid([0, 1, 3, 8, 20, 50]), 4)
zero = {c: free.solve(c, 0.0) for c in (S2, P2, QUARTET)}
print("Energies in hartree, B in atomic units unless stated")
for c in zero:
    print(f"E at B=0, {c}: {zero[c]['energy']:.5f}")
assert zero[S2]["energy"] < zero[P2]["energy"] < zero[QUARTET]["energy"]

weak = Grid([0, 1, 3, 7, 15, 30])
strong = Grid([0, 1, 2.5, 6, 16])
cases = [(S2, P2, weak, (3, 6, 9), 0.18, 0.005),
         (P2, QUARTET, strong, (5, 9, 13), 2.15, 0.01)]
crossings = []
worst_virial = worst_slope = 0.0
for number, (low, high, grid, lmaxes, claimed, margin) in enumerate(cases, 1):
    B = ((zero[high]["energy"] - zero[low]["energy"])
         / (zero[low]["slope"] - zero[high]["slope"]))
    print(f"Crossing {number}, pairs in this order: {low} -> {high}")
    print(f" linear Zeeman estimate of B: {B:.4f}")
    series = []
    for lmax in lmaxes:
        B, a, b = locate(Atom(grid, lmax), low, high, B)
        series.append(B)
    print(" B for l up to", ", ".join(f"{l}: {x:.5f}" for l, x in zip(lmaxes, series)))
    assert abs(series[2] - series[1]) < abs(series[1] - series[0])
    assert abs(series[2] - series[1]) < 2e-3*max(1, B)
    assert abs(B - claimed) < margin
    print(f" B = {B:.4f} a.u. = {B*TESLA:.4e} T")
    print(f" common energy: {a['energy']:.5f}")
    for key in ("kinetic", "nuclear", "repulsion", "paramagnetic", "diamagnetic"):
        print(f"  {key}: {a[key]:.4f}, {b[key]:.4f}")
    print(f"  sum of rho^2 (bohr^2): {a['rho2']:.4f}, {b['rho2']:.4f}")
    print(f"  dE/dB: {a['slope']:.4f}, {b['slope']:.4f}")
    tilt = b["slope"] - a["slope"]
    assert tilt < 0      # the second configuration is lower above the crossing
    print(f" slope of energy difference: {tilt:.4f}")
    print(f" shift of B per -0.001 hartree in difference: {1e-3/tilt:.5f}")
    for state in (a, b):
        virial = (2*state["kinetic"] + state["nuclear"] + state["repulsion"]
                  - 2*state["diamagnetic"])
        worst_virial = max(worst_virial, abs(virial))
    # slope formula against differences of self-consistent energies
    small, step = Atom(grid, 5), 0.01*B
    for c in (low, high):
        plus, minus = small.solve(c, B + step), small.solve(c, B - step)
        numeric = (plus["energy"] - minus["energy"])/(2*step)
        worst_slope = max(worst_slope, abs(numeric - small.solve(c, B)["slope"]))
    crossings.append(B)
assert worst_virial < 1e-4
assert worst_slope < 3e-4    # third-derivative error of the central difference
print(f"Largest virial defect: {worst_virial:.1e}")
print(f"Largest slope defect: {worst_slope:.1e}")

# Same energies from Gaussian functions at equal angular truncation.
# In the strong field a p wave feels B^2/8 * 4/5 r^2 and so falls off like a
# Gaussian of exponent B*sqrt(1/5)/2; the exponents must be dense just above it.
weak_set = gaussian_integrals(0.0, [(0.025, 2.1, 17), (0.03, 2.2, 9), (0.05, 2.5, 6)])
strong_set = gaussian_integrals(crossings[1]*np.sqrt(0.2)/2,
                                [(0.2, 2.1, 15), (0.05, 2.4, 8), (0.05, 2.5, 6)])
print("Check at l<=2: grid energy, Gaussian energy")
for (low, high, grid, *_), B, ints in zip(cases, crossings, (weak_set, strong_set)):
    for c in (low, high):
        on_grid = Atom(grid, 2).solve(c, B)["energy"]
        gaussian = gaussian_energy(ints, c, B)
        print(f" B={B:.4f} {c}: {on_grid:.5f}, {gaussian:.5f}")
        assert abs(on_grid - gaussian) < 3e-4   # finite Gaussian radial basis
        assert gaussian > on_grid - 1e-5        # variational, up to grid error

# Other configurations must lie above the ground configuration
for B, grid, ground in ((crossings[0], weak, (S2, P2)), (1.0, strong, (P2,)),
                        (crossings[1], strong, (P2, QUARTET))):
    atom = Atom(grid, 7)
    reference = max(atom.solve(c, B)["energy"] for c in ground)
    print(f"Height above ground at B={B:.4f} (l up to 7)")
    for c in CONFIGS:
        if c not in ground:
            height = atom.solve(c, B)["energy"] - reference
            print(f" {c}: {height:.3f}")
            assert height > 0.005
print("ALL CHECKS PASSED")
```

Printed output:

```
Energies in hartree, B in atomic units unless stated
E at B=0, 1s2 2s: -7.43275
E at B=0, 1s2 2p(-1): -7.36508
E at B=0, 1s 2p(-1) 3d(-2): -5.08379
Crossing 1, pairs in this order: 1s2 2s -> 1s2 2p(-1)
 linear Zeeman estimate of B: 0.1353
 B for l up to 3: 0.17632, 6: 0.17637, 9: 0.17636
 B = 0.1764 a.u. = 4.1454e+04 T
 common energy: -7.48162
  kinetic: 7.4953, 7.4476
  nuclear: -17.2653, -17.1149
  repulsion: 2.3425, 2.3145
  paramagnetic: -0.0882, -0.1764
  diamagnetic: 0.0340, 0.0475
  sum of rho^2 (bohr^2): 8.7366, 12.2060
  dE/dB: -0.1148, -0.4618
 slope of energy difference: -0.3470
 shift of B per -0.001 hartree in difference: -0.00288
Crossing 2, pairs in this order: 1s2 2p(-1) -> 1s 2p(-1) 3d(-2)
 linear Zeeman estimate of B: 1.1406
 B for l up to 5: 2.17168, 9: 2.15416, 13: 2.15309
 B = 2.1531 a.u. = 5.0609e+05 T
 common energy: -7.64784
  kinetic: 9.0660, 8.2173
  nuclear: -18.9615, -13.6031
  repulsion: 3.2104, 1.8543
  paramagnetic: -2.1531, -6.4593
  diamagnetic: 1.1904, 2.3429
  sum of rho^2 (bohr^2): 2.0543, 4.0432
  dE/dB: 0.1058, -0.8237
 slope of energy difference: -0.9294
 shift of B per -0.001 hartree in difference: -0.00108
Largest virial defect: 1.9e-06
Largest slope defect: 6.2e-06
Check at l<=2: grid energy, Gaussian energy
 B=0.1764 1s2 2s: -7.48158, -7.48153
 B=0.1764 1s2 2p(-1): -7.48050, -7.48044
 B=2.1531 1s2 2p(-1): -7.57715, -7.57709
 B=2.1531 1s 2p(-1) 3d(-2): -7.51212, -7.51207
Height above ground at B=0.1764 (l up to 7)
 1s 2p(-1) 3d(-2): 2.013
 1s2 2p(0): 0.061
 1s2 3d(-2): 0.075
 1s 2s 2p(-1): 1.821
 1s 2p(0) 2p(-1): 1.942
Height above ground at B=1.0000 (l up to 7)
 1s2 2s: 0.261
 1s 2p(-1) 3d(-2): 1.097
 1s2 2p(0): 0.224
 1s2 3d(-2): 0.148
 1s 2s 2p(-1): 1.187
 1s 2p(0) 2p(-1): 1.174
Height above ground at B=2.1531 (l up to 7)
 1s2 2s: 0.528
 1s2 2p(0): 0.392
 1s2 3d(-2): 0.230
 1s 2s 2p(-1): 0.374
 1s 2p(0) 2p(-1): 0.209
ALL CHECKS PASSED
```
